# Why a Slater determinant has a Gaussian subsystem density matrix

**Q:** A Slater determinant is called uncorrelated. Why should part of it have any entropy at all?

**A:** Because its occupied orbitals need not respect the division into parts. Put one particle in the orbital $(|1\rangle+|2\rangle)/\sqrt2$ and look at site 1 alone. The site is occupied with probability $1/2$ and empty with probability $1/2$, and site 2 records which. The entropy measures the entanglement between two sets of orbitals, so it depends on how those sets are chosen. In this example all of it is uncertainty in the number of particles on site 1: at fixed local particle number the state of the site is pure. If local operations must conserve particle number, only the part of the entropy at fixed local number counts as usable entanglement. If every occupied orbital lay wholly in one set or the other, the entropy would vanish.

**Q:** For fermions I do not even accept "the state of a part" without a definition. The operators of different sites anticommute, so Fock space is not an ordinary tensor product.

**A:** Then define the state by what it predicts. Take $M$ orthonormal spin orbitals with annihilators $a_i$. Let $A$ be the first $m$ of them and $B$ the remaining $M-m$. The subsystem density matrix $\rho_A$ is the operator built from the $a_i$ and $a_i^\dagger$ of $A$ that satisfies

$$\mathrm{Tr}(\rho_A O)=\langle\Phi|O|\Phi\rangle$$

for every operator $O$ built from the same set. The trace runs over the $2^m$ occupation states of $A$.

To construct it, write each basis state with the creators of $A$ to the left of those of $B$, and expand

$$|\Phi\rangle=\sum_{ab}\Psi_{ab}\,|a\rangle|b\rangle .$$

An operator of $A$ meets the $A$ creators first, so it acts on $|a\rangle$ without picking up a sign from $B$. Therefore

$$\langle\Phi|O|\Phi\rangle=\sum_{aa'b}\Psi^*_{a'b}\,O_{a'a}\,\Psi_{ab}=\mathrm{Tr}(O\,\Psi\Psi^\dagger),\qquad \rho_A=\Psi\Psi^\dagger .$$

This is the unique answer. The product $\prod_{i\in A}(1-a_i^\dagger a_i)$ projects on the empty state of $A$. Multiplying it by creators on the left and annihilators on the right gives every matrix unit $|a\rangle\langle a'|$. The expectation values thus fix every element of $\rho_A$.

**Q:** That matrix has $2^m\times2^m$ elements. What smaller object could possibly determine it?

**A:** For a determinant, the natural candidate is the one-particle density matrix. Let the $N$ occupied orbitals be the orthonormal columns of an $M\times N$ matrix $C$, with creators

$$f_k^\dagger=\sum_i C_{ik}a_i^\dagger,\qquad |\Phi\rangle=f_1^\dagger\cdots f_N^\dagger|0\rangle,\qquad C^\dagger C=1 .$$

I use the index convention $\gamma_{ij}=\langle a_j^\dagger a_i\rangle$. Complete the occupied orbitals to a full orthonormal set and invert the relation, which gives $a_i=\sum_q C_{iq}f_q$. Since $\langle f_q^\dagger f_{q'}\rangle=\delta_{qq'}$ for occupied orbitals and zero otherwise,

$$\gamma_{ij}=\sum_{q\ \mathrm{occ}}C_{iq}C_{jq}^*=(CC^\dagger)_{ij}.$$

So $\gamma$ is the projector $P$ on the occupied space. Its $A$ block is $\gamma_A=C_AC_A^\dagger$, where $C_A$ holds the first $m$ rows of $C$ and $C_B$ the others. The block of a projector is in general not a projector. Its eigenvalues $n_p$ lie between 0 and 1, because $0\le x^\dagger Px\le x^\dagger x$ for any vector $x$ supported on $A$.

**Q:** Expectation values of one-body operators follow from $\gamma_A$, I agree. But $\rho_A$ also contains many-body information. How do you reach that without assuming the answer?

**A:** By choosing better occupied orbitals. Replace $C$ by $C'=CW$ with $W$ unitary. The new creators are $f_l'^\dagger=\sum_k W_{kl}f_k^\dagger$. In their product, any term with a repeated $f_k^\dagger$ vanishes, and reordering the others gives the sign of the permutation. Hence

$$f_1'^\dagger\cdots f_N'^\dagger|0\rangle=\det(W)\,|\Phi\rangle ,$$

which is the same physical state. Choose $W$ to diagonalize the $N\times N$ Hermitian matrix $C_A^\dagger C_A$, the overlaps of the occupied orbitals within $A$:

$$C_A'^\dagger C_A'=\mathrm{diag}(n_1,\ldots,n_N).$$

Orthonormality says $C_A'^\dagger C_A'+C_B'^\dagger C_B'=1$, so

$$C_B'^\dagger C_B'=\mathrm{diag}(1-n_1,\ldots,1-n_N).$$

The $A$ parts of different orbitals are now orthogonal, and so are the $B$ parts. Normalizing each part gives

$$f_k'^\dagger=\sqrt{n_k}\,u_k^\dagger+\sqrt{1-n_k}\,v_k^\dagger ,$$

with orthonormal orbitals $u_k$ in $A$ and $v_k$ in $B$. If $n_k=0$ there is no $u_k$, and if $n_k=1$ there is no $v_k$; the corresponding term is absent.

**Q:** You have used $n_k$ for eigenvalues of an $N\times N$ matrix and $n_p$ for those of the $m\times m$ matrix $\gamma_A$. Are they the same numbers?

**A:** The nonzero ones are. Since $WW^\dagger=1$,

$$\gamma_A=C_AC_A^\dagger=C_A'C_A'^\dagger=\sum_k n_k\,u_ku_k^\dagger .$$

Each $u_k$ is an eigenvector of $\gamma_A$ with eigenvalue $n_k$. Any orbital of $A$ orthogonal to all the $u_k$ has eigenvalue 0. The two lists can differ only in their number of zeros.

**Q:** Now expand the product. I expect a mess of signs.

**A:** The signs are there, but they do no harm. Choosing either the $u$ or the $v$ term in each factor amounts to choosing a subset $K$ of $\{1,\ldots,N\}$. Up to an overall phase,

$$|\Phi\rangle=\sum_K \eta_K\sqrt{w_K}\;|K\rangle_A|\bar K\rangle_B,\qquad w_K=\prod_{k\in K}n_k\prod_{k\notin K}(1-n_k).$$

Here $|K\rangle_A$ has the orbitals $u_k$ with $k\in K$ filled, $|\bar K\rangle_B$ has the $v_k$ with $k\notin K$ filled, and $\eta_K=\pm1$ comes from moving the $u^\dagger$ to the left. Different subsets with nonzero weight give orthogonal states in $A$ and orthogonal states in $B$. This is therefore a Schmidt decomposition. In $\Psi\Psi^\dagger$ the cross terms between different $K$ vanish, because their $B$ states are orthogonal, and $\eta_K^2=1$. Thus

$$\rho_A=\sum_K w_K\,|K\rangle\langle K| .$$

**Q:** That is a diagonal matrix. Where is the Gaussian?

**A:** In the way the weights factorize. Let $U$ hold a complete set of eigenvectors of $\gamma_A$, consisting of the $u_k$ and, where needed, empty orbitals. Define

$$d_p^\dagger=\sum_{i\in A}U_{ip}a_i^\dagger .$$

Then the sum over $K$ is the same operator as

$$\rho_A=\prod_{p=1}^m\left[n_p\,d_p^\dagger d_p+(1-n_p)(1-d_p^\dagger d_p)\right].$$

To see this, apply the product to a state with occupations $\nu_p=0,1$. Each factor returns $n_p$ if the mode is filled and $1-n_p$ if it is empty, which reproduces $w_K$. A mode with $n_p=0$ gives zero unless it is empty, and one with $n_p=1$ gives zero unless it is filled.

Now suppose $0<n_p<1$ for all $p$. For $\nu=0$ or 1,

$$n_p^{\nu}(1-n_p)^{1-\nu}=(1-n_p)\left(\frac{n_p}{1-n_p}\right)^{\nu}=(1-n_p)\,e^{-\varepsilon_p\nu},\qquad \varepsilon_p=\ln\frac{1-n_p}{n_p}.$$

The number operators of different modes commute, so the exponents add. The prefactors multiply to $\det(1-\gamma_A)$. Going back to the original orbitals,

$$\sum_p\varepsilon_p d_p^\dagger d_p=\sum_{ij}\Big(\sum_pU_{ip}\varepsilon_pU_{jp}^*\Big)a_i^\dagger a_j=\sum_{ij}h_{ij}a_i^\dagger a_j ,$$

and therefore

$$\rho_A=\det(1-\gamma_A)\,\exp\Big(-\sum_{ij\in A}h_{ij}a_i^\dagger a_j\Big),\qquad h=\ln(\gamma_A^{-1}-1).$$

This is Peschel's result. "Gaussian" means that the exponent is quadratic in the fermion operators.

**Q:** If I define the density matrix with its indices the other way round, does $h$ change?

**A:** The operator $\rho_A$ cannot change, so the formula must. With $c_{ij}=\langle a_i^\dagger a_j\rangle=\gamma_{ji}$, one needs $h=[\ln(c_A^{-1}-1)]^T$. For real $\gamma_A$ the transposition has no effect. For complex $\gamma_A$, omitting it generally gives a different operator, although the eigenvalues and the entropy stay the same.

**Q:** The expression looks thermal. Has the determinant acquired a temperature?

**A:** No. The eigenvalues $n_p=1/(e^{\varepsilon_p}+1)$ have the form of Fermi occupations, with $h$ in the role of a dimensionless Hamiltonian. But $h$ is defined by the state and the partition, and nothing here makes it proportional to the physical Hamiltonian of $A$. As $n_p\to0$, $\varepsilon_p\to+\infty$ and the mode is frozen empty. As $n_p\to1$, $\varepsilon_p\to-\infty$ and it is frozen filled. At those end points the exponential exists only as a limit, while the product form needs no limit.

**Q:** Can I reach the same answer from correlation functions, without the paired orbitals?

**A:** Yes, by showing that $\gamma_A$ fixes all expectation values in both descriptions. Consider any state whose density matrix has the product form in some modes $d_p$. The average of $d_{p_1}^\dagger\cdots d_{p_s}^\dagger d_{q_s}\cdots d_{q_1}$ vanishes unless the $p$ are distinct and the $q$ are a permutation of them. In that case it is the sign of the permutation times $\prod_a n_{p_a}$. Both statements are contained in the determinant of the $s\times s$ matrix with elements $\delta_{p_aq_b}n_{p_a}$.

Substitute $a_i^\dagger=\sum_pU_{ip}^*d_p^\dagger$ and $a_j=\sum_qU_{jq}d_q$. A determinant is linear in each row and each column, so

$$\langle a_{i_1}^\dagger\cdots a_{i_s}^\dagger a_{j_s}\cdots a_{j_1}\rangle=\det\left[\gamma_{j_bi_a}\right]_{a,b=1}^{s}.$$

This is Wick's theorem for these states. The full determinant $|\Phi\rangle$ is itself of product form, with all occupations 0 or 1 in the complete orbital space. The theorem therefore holds for $|\Phi\rangle$, and also for the Gaussian on $A$. If the Gaussian is given the same $\gamma_A$, the two agree on all such products in $A$. Products with unequal numbers of creators and annihilators average to zero in both. Since every operator of $A$ is a sum of products in this order, and the expectation values fix $\rho_A$, the Gaussian is $\rho_A$.

**Q:** Fine. How do I get the entropy without summing over $2^m$ weights?

**A:** Take the logarithm first. For occupations $\nu_p$, with the frozen modes left out,

$$\ln w=\sum_p\left[\nu_p\ln n_p+(1-\nu_p)\ln(1-n_p)\right].$$

The average of $\nu_p$ is $n_p$, so $S=-\mathrm{Tr}\,\rho_A\ln\rho_A=-\langle\ln w\rangle$ becomes

$$S=\sum_p s(n_p),\qquad s(n)=-n\ln n-(1-n)\ln(1-n).$$

Frozen modes contribute $s(0)=s(1)=0$. The largest contribution of one mode is $\ln2$, at $n=1/2$.

**Q:** And the Schmidt rank?

**A:** It is the number of nonzero weights. Each mode with $0<n_p<1$ offers two possibilities and each frozen mode offers one. If there are $r$ fractional eigenvalues, the rank is $2^r$.

One can bound $r$ before diagonalizing anything. The $A$ block of $P^2=P$ reads $\gamma_A^2+P_{AB}P_{BA}=\gamma_A$, or

$$\gamma_A-\gamma_A^2=P_{AB}P_{AB}^\dagger .$$

The left side has eigenvalues $n_p(1-n_p)$, which are nonzero for the fractional modes alone. Hence $r=\mathrm{rank}\,P_{AB}$. This block has $m$ rows and $M-m$ columns. It equals $C_AC_B^\dagger$, so its rank is at most $N$. It is also minus the corresponding block of $1-P$, which has rank $M-N$. Together,

$$r\le\min(N,\;M-N,\;m,\;M-m).$$

**Q:** Show me numbers for a molecule, not for a formula's favourite model.

**A:** Take a linear chain of six hydrogen atoms, 2 bohr apart, in restricted Hartree–Fock with the STO-3G basis. Iterating the self-consistent field equations gives a total energy of $-3.10585$ hartree. The atomic orbitals overlap, so I use Löwdin's orthogonalized ones: if $S_{\rm AO}$ is the overlap matrix and $C_{\rm AO}$ holds the occupied coefficients, then $C=S_{\rm AO}^{1/2}C_{\rm AO}$ has orthonormal columns. With spin there are $M=12$ spin orbitals and $N=6$ electrons.

Let $A$ be the left three atoms. The matrix $\gamma_A$ separates into two equal spin blocks, each being

$$\begin{pmatrix}0.510796&0.452545&0.000657\\0.452545&0.490918&0.210015\\0.000657&0.210015&0.498286\end{pmatrix}.$$

Numerical diagonalization gives these modes for each spin:

| $n$ | $\varepsilon$ | $s(n)$ / nat |
|---|---|---|
| 0.000996 | 6.910 | 0.007883 |
| 0.500000 | 0 | 0.693147 |
| 0.999004 | −6.910 | 0.007883 |

The entropy per spin is $0.693147+2(0.007883)=0.70891$ nat. Two spins give $S=1.4178$ nat, or $1.4178/\ln2=2.0455$ bit. The two half-filled modes supply $2\ln2=1.3863$ nat of it. These digits belong to this basis and this definition of "the left three atoms". With Löwdin orbitals in the larger bases 6-31G, cc-pVDZ and cc-pVTZ, $S$ becomes 1.427, 1.483 and 1.558 nat and the small occupation 0.0013, 0.0036 and 0.0072. With one intrinsic atomic orbital per atom in cc-pVTZ, $S=1.420$ nat. The eigenvalue $1/2$ persists in all these cases.

**Q:** An occupation of 0.500000 looks suspicious. Is it an accident?

**A:** It follows from mirror symmetry. For one spin there are three occupied orbitals and three orbitals on each side. The spectrum of $\gamma_A$ is then $\{n_1,n_2,n_3\}$, and the pairing construction gives $\{1-n_1,1-n_2,1-n_3\}$ for $\gamma_B$. Reflection exchanges the halves of this mirror-symmetric determinant, so the two spectra coincide. The set is therefore unchanged by $n\to1-n$. Three values cannot all form pairs of distinct partners, so one must equal $1/2$. If the last atom is moved outward by 1 bohr and the Hartree–Fock calculation repeated, the middle eigenvalue becomes 0.4918.

**Q:** Does the entropy simply grow as $A$ gets larger?

**A:** Not here. For $A$ equal to the first atom, $\gamma_A$ for one spin is the single number 0.510796, and

$$S=2\,s(0.510796)=1.3858\ \text{nat}.$$

For the first two atoms, use the upper left $2\times2$ block. Its eigenvalues are

$$n_\pm=\frac{0.510796+0.490918}{2}\pm\sqrt{\left(\frac{0.510796-0.490918}{2}\right)^2+0.452545^2},$$

that is, $n_+=0.9535$ and $n_-=0.0482$. Both are nearly frozen, and

$$S=2\,[s(n_+)+s(n_-)]=2(0.1880+0.1932)=0.762\ \text{nat}.$$

The large element 0.4525 between atoms 1 and 2 is what drives these eigenvalues away from $1/2$. With the cut after atom 1 that element connects $A$ to $B$; with the cut after atom 2 it lies inside $A$. The entropy thus goes 1.386, 0.762, 1.418 nat for the first three cuts. The depth of the dip depends on the orbital basis: with Löwdin orbitals in cc-pVTZ the three values are 1.459, 1.363 and 1.558 nat. The ranks below also refer to the minimal basis; with Löwdin orbitals in cc-pVDZ or cc-pVTZ all three cuts have six fractional modes.

**Q:** The rank must still grow.

**A:** It does up to the middle. Counting both spins, the numbers of fractional modes are 2, 4 and 6, so the ranks are 4, 16 and 64. In each case $r$ reaches its upper bound.

Rank counts weights without asking how small they are. At the central cut, the largest weights have the two nearly empty modes empty and the two nearly filled modes filled. The two half-filled modes are free, so there are four such states, each of weight

$$\tfrac14(0.999004)^4=0.2490 .$$

Keeping these four loses a total weight of $0.0040$. The smallest of the 64 weights is $\tfrac14(0.000996)^4\approx2.5\times10^{-13}$. An exact Schmidt representation needs 64 states, while four already carry 99.6% of the norm squared.

**Q:** Would sixteen states be a sensible next truncation?

**A:** It would cut through a degenerate group. The next weights arise by reversing one of the four nearly frozen modes, with the half-filled modes still free. That makes $4\times4=16$ states, each of weight 0.000248. Keeping 16 states in all includes just 12 of these and loses $0.0010$. Keeping 20 includes the whole group. What remains has at least two reversed modes, with total weight about $6(0.000996)^2\approx6\times10^{-6}$.

**Q:** The one-atom entropy is almost $\ln4$, the maximum for a spatial orbital. Should I conclude that H$_6$ is strongly correlated?

**A:** Not from this number. It was obtained from a single determinant, which by construction contains no correlation beyond antisymmetry. For one spatial orbital in a spin-restricted determinant the entropy is $2s(\gamma_{11})$, with $\gamma_{11}$ its occupation per spin, and $P^2=P$ gives $\gamma_{11}(1-\gamma_{11})=\sum_{j\ne1}|\gamma_{1j}|^2$. A fractional occupation therefore means only that the occupied orbitals spread over this orbital and others. Here $\gamma_{11}=0.51$ is close to $1/2$, and that alone puts the entropy near $\ln4$. The number also depends on which determinant is used. At this geometry a spin-unrestricted determinant lies lower, at $-3.11288$ hartree. Its occupations of this orbital are 0.721 and 0.296 for the two spins, and the entropy is $s(0.721)+s(0.296)=1.199$ nat. A localized orbital lying wholly inside the occupied space, or wholly outside it, would have no entropy. In the determinant's own canonical orbitals, $\gamma$ has diagonal elements 0 and 1 and no others, so the entropy of every orbital is zero. An orbital entropy has to be read together with the orbital basis.

**Q:** Suppose the true state is correlated. May I still insert its $\gamma_A$ into the entropy formula?

**A:** You get an upper bound, not in general the entropy. Take four spin orbitals and the state

$$\sqrt p\,|12\rangle+\sqrt{1-p}\,|34\rangle,\qquad A=\{1,2\}.$$

Orbitals 1 and 2 are either both filled or both empty, so $\rho_A$ has two nonzero weights, $p$ and $1-p$. Its entropy is $s(p)$. But $\gamma_A=\mathrm{diag}(p,p)$, and the determinant formula gives $2s(p)$, because it treats the two occupations as independent. For $p=0.8$ the entropy is

$$-0.8\ln0.8-0.2\ln0.2=0.1785+0.3219=0.5004\ \text{nat},$$

whereas the formula gives 1.0008 nat. The rank is 2, not $2^2=4$.

**Q:** One example does not make a bound.

**A:** Let $\sigma$ be the Gaussian with the same $\gamma_A$ as the correlated $\rho_A$. Modes with $n_p=0$ or 1 have a definite occupation in both and can be dropped, so all eigenvalues of $\sigma$ are positive. Since $\ln\sigma$ is a constant plus a one-body operator, its average is the same in both states:

$$\mathrm{Tr}\,\rho_A\ln\sigma=\mathrm{Tr}\,\sigma\ln\sigma=-S(\sigma).$$

Consequently

$$S(\sigma)-S(\rho_A)=\mathrm{Tr}\,\rho_A(\ln\rho_A-\ln\sigma).$$

Let $\rho_A$ have eigenvalues $x_\alpha$ and eigenvectors $|\alpha\rangle$, and let $\sigma$ have $y_\beta$ and $|\beta\rangle$. The right side is

$$\sum_{\alpha\beta}|\langle\alpha|\beta\rangle|^2\,x_\alpha\ln\frac{x_\alpha}{y_\beta}\;\ge\;\sum_{\alpha\beta}|\langle\alpha|\beta\rangle|^2(x_\alpha-y_\beta)=1-1=0 .$$

The inequality uses $\ln z\ge1-1/z$ with $z=x_\alpha/y_\beta$; terms with $x_\alpha=0$ satisfy it directly. Thus the formula gives the largest entropy compatible with $\gamma_A$. A determinant attains it because its $\rho_A$ is that Gaussian. For a correlated state, the difference measures the information in $\rho_A$ that its one-particle density matrix does not contain.
